# Volkov-Pankratov Levels of a Linear Dirac Mass at a Band-Inverted Heterojunction, part 1

(Sections cited here and not found follow in the second part.)

## Levels of a linearly varying mass

Take an electron that moves along one line \(z\) and has two band components. Its Hamiltonian is

\[
h=\hbar v_z k_z\tau_x+Fz\,\tau_z,\qquad k_z=-i\frac{d}{dz},\qquad v_z>0,\quad F>0 .
\]

The Pauli matrices \(\tau\) act on the two bands. With a constant \(\Delta\) in place of \(Fz\), the energies would be \(\pm\sqrt{\hbar^2v_z^2k_z^2+\Delta^2}\), so \(\Delta\) is half the band gap. Its sign tells which band lies on top. Here the sign changes at \(z=0\): the bands are inverted on the left and normal on the right.

The problem becomes transparent in the eigenvectors of \(\tau_y\),

\[
\chi_\pm=\frac{1}{\sqrt2}\begin{pmatrix}1\\ \pm i\end{pmatrix},\qquad \tau_y\chi_\pm=\pm\chi_\pm .
\]

Direct multiplication gives \(\tau_z\chi_\pm=\chi_\mp\), \(\tau_x\chi_+=i\chi_-\) and \(\tau_x\chi_-=-i\chi_+\). Write \(\psi=f(z)\chi_++g(z)\chi_-\). Then

\[
h\psi=\left(\hbar v_z f'+Fzf\right)\chi_-+\left(-\hbar v_z g'+Fzg\right)\chi_+ ,
\]

because \(-i\cdot i=1\) in the first derivative term and \(-i\cdot(-i)=-1\) in the second. Define a length, a dimensionless coordinate and a lowering operator by

\[
\lambda=\sqrt{\frac{\hbar v_z}{F}},\qquad u=\frac z\lambda,\qquad a=\frac{1}{\sqrt2}\left(u+\frac{d}{du}\right).
\]

Since \(\hbar v_z/\lambda=F\lambda=\sqrt{\hbar v_zF}\), the equation \(h\psi=E\psi\) becomes the pair

\[
Eg=\varepsilon_1\,af,\qquad Ef=\varepsilon_1\,a^\dagger g,\qquad \varepsilon_1=\sqrt{2\hbar v_zF}.
\]

Multiply the second equation by \(E\) and insert the first: \(E^2f=\varepsilon_1^2a^\dagger a f\). The operator

\[
a^\dagger a=\frac12\left(-\frac{d^2}{du^2}+u^2-1\right)
\]

is the harmonic-oscillator Hamiltonian in units of its quantum, less one half. Its eigenvalues are \(N=0,1,2,\dots\), and its eigenfunctions are the oscillator functions \(\phi_N(u)\). Hence

\[
E=\pm\sqrt{2N\hbar v_zF}.
\]

For \(N\ge1\), the relation \(a\phi_N=\sqrt N\,\phi_{N-1}\) gives \(g=\pm\phi_{N-1}\) when \(f=\phi_N\), so both signs of energy occur. For \(E=0\) the two equations decouple into \(af=0\) and \(a^\dagger g=0\). The first gives \(f\propto e^{-u^2/2}\). The second gives \(g\propto e^{u^2/2}\), which cannot be normalized and must vanish. There is therefore one zero-energy state, and it has a definite value \(\tau_y=+1\). The excited states contain \(\chi_+\) and \(\chi_-\) with equal weight.

A three-dimensional heterojunction between IV-VI semiconductors needs four components. Near an L point of the Brillouin zone, the conduction and valence edges are each a Kramers doublet. Let \(\sigma\) denote Pauli matrices in the Kramers index, and let the valley axis lie along the junction normal \(z\). To first order in wave number the model is

\[
H=H_z+H_p,
\]
\[
H_z=\hbar v_zk_z\tau_x\sigma_z+\Delta(z)\tau_z,\qquad
H_p=\hbar v_p\tau_x(\sigma_xk_x+\sigma_yk_y).
\]

The in-plane wave numbers \(k_x,k_y\) are conserved because the junction is taken as uniform in its plane; \(k\) is the magnitude of \((k_x,k_y)\). The velocities \(v_z,v_p\) are taken equal on both sides, and the middle of the gap is level across the junction. The linear case is \(\Delta=Fz\), with \(F\) an energy per length.

At \(k=0\) the Hamiltonian separates by the value of \(\sigma_z\). For \(\sigma_z=+1\) it is \(h\). For \(\sigma_z=-1\) the derivative term changes sign, which exchanges the roles of \(\chi_+\) and \(\chi_-\). The zero mode then has \(\tau_y=-1\). Both cases are covered by one operator, the chirality

\[
C=\tau_y\sigma_z,\qquad C^2=1,
\]

for which both zero modes have \(C=+1\).

The same result follows for any smooth profile. Setting \(H_z\psi=0\) and multiplying by \(i\tau_x\sigma_z/(\hbar v_z)\) gives

\[
\psi'+\frac{i\Delta}{\hbar v_z}\tau_x\tau_z\sigma_z\psi=0 .
\]

With \(\tau_x\tau_z=-i\tau_y\), this is

\[
\psi'=-\frac{\Delta(z)}{\hbar v_z}C\psi,\qquad
\psi(z)=\exp\!\left[-\frac{C}{\hbar v_z}\int_0^z\Delta(s)\,ds\right]\psi(0).
\]

If \(\Delta\) tends to a negative value on the left and a positive value on the right, the integral grows on both sides. Only \(C=+1\) then decays both ways. A junction with the opposite order selects \(C=-1\). For \(\Delta=Fz\) the wave function is \(e^{-z^2/2\lambda^2}\), and its probability density has root-mean-square half-width \(\lambda/\sqrt2\).

To find all levels at finite \(k\), note first that \(H_z\) and \(H_p\) anticommute. The matrix \(\tau_x\sigma_z\) anticommutes with \(\tau_x\sigma_x\) and \(\tau_x\sigma_y\), because the \(\tau_x\) factors multiply to one and different \(\sigma\) matrices anticommute. The matrix \(\tau_z\) anticommutes with both because it anticommutes with \(\tau_x\). The in-plane wave numbers are plain numbers and commute with \(z\) and \(k_z\). The cross terms in the square therefore cancel:

\[
H^2=H_z^2+H_p^2=H_z^2+\hbar^2v_p^2k^2 .
\]

In \(H_p^2\), the products \(\sigma_x\sigma_y\) and \(\sigma_y\sigma_x\) cancel for the same reason.

The square of the normal part has one cross term that survives, since \(k_z\) does not commute with \(\Delta(z)\):

\[
\begin{aligned}
H_z^2&=\hbar^2v_z^2k_z^2+\Delta^2
+\hbar v_z\left(\tau_x\tau_z\sigma_z\,k_z\Delta+\tau_z\tau_x\sigma_z\,\Delta k_z\right)\\
&=\hbar^2v_z^2k_z^2+\Delta^2+\hbar v_z\tau_x\tau_z\sigma_z[k_z,\Delta].
\end{aligned}
\]

The commutator is \([k_z,\Delta]=-i\Delta'\). Together with \(\tau_x\tau_z=-i\tau_y\) it produces the factor \((-i)(-i)=-1\), so that

\[
H_z^2=\hbar^2v_z^2k_z^2+\Delta^2-\hbar v_z\Delta' C .
\]

For \(\Delta=Fz\), the first two terms are \(\hbar v_zF(-d^2/du^2+u^2)\), with eigenvalues \(\hbar v_zF(2n+1)\) for \(n=0,1,2,\dots\). Consequently

\[
H_z^2=\hbar v_zF(2n+1-C)=2N\hbar v_zF,
\]

where \(N=n\) for \(C=+1\) and \(N=n+1\) for \(C=-1\). The oscillator's zero-point term is cancelled in one chirality and doubled in the other. This cancellation leaves a level at zero.

The squared equation fixes \(E^2\), but the signs and multiplicities still have to be found. Every eigenstate of \(H\) is an eigenstate of \(H^2\), so it suffices to diagonalize \(H\) within each eigenspace of \(H_z^2\). For \(N\ge1\) this space has four dimensions: two states with \(n=N,\ C=+1\), and two with \(n=N-1,\ C=-1\). Each pair counts the two independent spinors of given \(C\).

The operator \(H_z\) preserves the space because it commutes with its own square. So does \(H_p\), which leaves the function of \(z\) untouched and commutes with \(C\): moving \(\tau_x\sigma_x\) or \(\tau_x\sigma_y\) past \(\tau_y\sigma_z\) gives two sign changes. Within the space \(H^2=E^2\), and the trace of \(H\) decides how many eigenvalues have each sign.

The chirality anticommutes with \(H_z\), since \(\tau_y\) anticommutes with both \(\tau_x\) and \(\tau_z\) while \(\sigma_z\) commutes with itself. Hence

\[
\operatorname{tr}H_z=\operatorname{tr}(CH_zC)=-\operatorname{tr}H_z=0 .
\]

For \(N\ge1\) the operator \(H_z\) is invertible in this space, and it anticommutes with \(H_p\). The same argument gives

\[
\operatorname{tr}H_p=\operatorname{tr}(H_z^{-1}H_pH_z)=-\operatorname{tr}H_p=0 .
\]

The four eigenvalues are therefore two at \(+|E|\) and two at \(-|E|\):

\[
E_{N,\pm}(k)=\pm\sqrt{\hbar^2v_p^2k^2+2N\hbar v_zF},\qquad N\ge1,
\]

each doubly degenerate.

The case \(N=0\) is different because its space has two dimensions, both with \(C=+1\) and \(n=0\). There \(H_z\psi=0\), since the squared norm of \(H_z\psi\) equals \(\langle\psi|H_z^2|\psi\rangle=0\). What remains is \(H_p\). Its square is \(\hbar^2v_p^2k^2\). Its two matrices \(\tau_x\sigma_x\) and \(\tau_x\sigma_y\) anticommute within this space, so each has zero trace there. Thus

\[
E_{0,\pm}(k)=\pm\hbar v_pk,
\]

with each branch single. This argument uses only the existence of the zero mode, so within the present model the massless branch holds for every sign-changing profile described above, not just the linear one.

The phrase "zero-energy chiral state" therefore needs care. The state has zero energy at \(k=0\), where it is a Kramers pair, and forms a two-dimensional cone at finite \(k\). It is chiral as an eigenstate of \(C\). It does not move one way only, since its velocity points along \(\pm\mathbf k\) and every in-plane direction occurs.

The cone has an internal texture. Let \(\Sigma_x=\tau_z\sigma_x\) and \(\Sigma_y=\tau_z\sigma_y\). In the space \(C=+1\) one may multiply by \(C\) freely:

\[
\Sigma_y=\tau_z\tau_y\,\sigma_y\sigma_z=(-i\tau_x)(i\sigma_x)=\tau_x\sigma_x,
\]
\[
\Sigma_x=\tau_z\tau_y\,\sigma_x\sigma_z=(-i\tau_x)(-i\sigma_y)=-\tau_x\sigma_y .
\]

The effective Hamiltonian of the branch is therefore

\[
H_0=\hbar v_p\left(k_x\Sigma_y-k_y\Sigma_x\right).
\]

The vector \(\boldsymbol\Sigma\) is locked at a right angle to \(\mathbf k\). It is the Kramers-index vector taken with opposite signs in the two bands. The plain in-plane averages vanish: \(\sigma_x\) anticommutes with \(C\), so \(\langle\sigma_x\rangle=\langle C\sigma_xC\rangle=-\langle\sigma_x\rangle=0\), and likewise for \(\sigma_y\).

For numbers, take rough typical values for a junction based on PbTe at 77 K: \(v_z=2.5\times10^5\) m/s, \(v_p=8.0\times10^5\) m/s, and a half-gap that rises by 100 meV over 10 nm on each side of the node. Then \(F=10.0\) meV/nm, \(\hbar v_z=0.1646\) eV nm and \(\hbar v_p=0.5266\) eV nm. The length and first level are

\[
\lambda=\sqrt{\frac{0.1646}{0.0100}}\ \text{nm}=4.06\ \text{nm},
\]
\[
\varepsilon_1=\sqrt{2(0.1646)(0.0100)}\ \text{eV}=57.4\ \text{meV}=9.19\times10^{-21}\ \text{J}.
\]

The next levels at \(k=0\) follow the square root of \(N\): 81.1 meV for \(N=2\) and 99.4 meV for \(N=3\). At \(k=0.05\ \text{nm}^{-1}\) the massless branch lies at \(0.5266\times0.05\) eV \(=26.3\) meV, and the first excited level at \(\sqrt{26.3^2+57.4^2}\) meV \(=63.1\) meV.

These formulas were tested by diagonalizing the four-component Hamiltonian in plane waves on a ring 120 nm long, which holds one rising and one falling junction. Each single-junction level must then appear twice as often. At \(k=0.05\ \text{nm}^{-1}\), for two in-plane directions, the lowest 18 positive energies matched \(N=0\) to \(4\) with the stated degeneracies to within \(10^{-6}\) eV. The massless state at the rising junction had \(C=1.0000\), a root-mean-square half-width of 2.87 nm, and \(\langle\Sigma_y\rangle=1.0000\) for positive energy and \(\mathbf k\) along \(+x\). Its partner at the falling junction had \(C=-1.0000\).

For a mass that varies linearly without limit, all levels and their degeneracies are now known, and the massless branch has been shown to need only a change of sign of the mass. It remains to treat junctions of finite width and to estimate the effects left out so far, among them tilted valleys, a sloping mid-gap, terms quadratic in wave number, temperature and carrier charge.

Numerical values quoted here were computed with a short program.
